# Interface width and variance for Gaussian and exponential depth responses

## Problem

A boron-doped silicon layer lies on undoped silicon. It is removed by sputtering while the boron signal is recorded by secondary-ion mass spectrometry. The boundary is taken as perfectly sharp, but the measured signal falls gradually because sputtering mixes atoms and because the eroded surface is not perfectly flat.

Let $z$ be the sputtered depth measured from the true interface, positive into the undoped silicon. An atom originally at depth $s$ is detected at apparent depth $z$ with probability density $g(z-s)$. The response $g$ is non-negative, has unit area, and is the same at every depth. The signal is proportional to the boron concentration and is divided by its plateau value. The doped layer is first treated as infinitely thick.

The interface width $W$ is the distance over which the normalised signal $S(z)$ falls from 0.84 to 0.16. Two responses are compared:

$$
g_G(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}},\qquad
g_E(x)=\begin{cases}e^{-x/\lambda}/\lambda,&x>0\\0,&x<0.\end{cases}
$$

Both have standard deviation 2.0 nm.

(a) Relate $S$ and $W$ to the cumulative distribution of the response.

(b) Find $W$ for the Gaussian.

(c) Find the variance and $W$ for the exponential, and compare the widths at equal standard deviation. Does the order of the two widths depend on the chosen levels?

(d) Explain why the comparison in (c) does not yet prove that $W$ fails to determine the variance. Supply the proof.

(e) What share of each variance comes from outside the interval that defines $W$? Does $W$ set a lower bound on the variance?

(f) Keep the exponential response down to $S=0.01$, and beyond that point let the signal decay with a longer length $L$. Find the variance and decide whether $W$ sets an upper bound on it.

(g) Estimate how rounding, background, depth calibration, finite layer thickness and counting noise affect the comparison.

## Solution

### (a) From response to width

The normalised concentration is 1 for $s<0$ and 0 for $s>0$. Adding the contributions from all original depths gives

$$
S(z)=\int_{-\infty}^{0}g(z-s)\,ds .
$$

Substitute $x=z-s$, so that $ds=-dx$. The limit $s=-\infty$ becomes $x=+\infty$, and $s=0$ becomes $x=z$. The minus sign reverses the limits:

$$
S(z)=\int_z^\infty g(x)\,dx=1-F(z),\qquad
F(z)=\int_{-\infty}^{z}g(x)\,dx .
$$

Let $a$ be the depth at which $S=0.84$ and $b$ the depth at which $S=0.16$. Then $F(a)=0.16$ and $F(b)=0.84$, and

$$
W=b-a=F^{-1}(0.84)-F^{-1}(0.16).
$$

The width therefore records the separation of two points on the cumulative curve. The variance is an integral over the whole response,

$$
\mathrm{Var}=\int_{-\infty}^{\infty}(x-\mu)^2g(x)\,dx,\qquad
\mu=\int_{-\infty}^{\infty}x\,g(x)\,dx .
$$

A shift of the response moves $a$, $b$ and $\mu$ together and changes neither $W$ nor the variance. Stretching the response by a factor $k$ multiplies $W$ by $k$ and the variance by $k^2$. For a family of responses with one fixed shape, $W$ is thus proportional to the standard deviation. The constant of proportionality depends on the shape.

### (b) Gaussian response

The Gaussian has mean zero and variance $\sigma^2$. With $u=x/\sigma$, its cumulative distribution is

$$
F(z)=\Phi(z/\sigma)=\frac12\left[1+\operatorname{erf}\!\left(\frac{z}{\sigma\sqrt2}\right)\right].
$$

At the deeper crossing $F(b)=0.84$, so the error function equals $2(0.84)-1=0.68$. Hence

$$
b=q\sigma,\qquad q=\sqrt2\,\operatorname{erf}^{-1}(0.68)=0.99446 .
$$

Because the Gaussian is even, $F(-z)=1-F(z)$, which places the other crossing at $a=-q\sigma$. The width is

$$
W_G=2q\sigma=1.98892\,\sigma .
$$

For $\sigma=2.0$ nm this gives $W_G=3.978$ nm, or 39.78 Å.

The familiar rule $W=2\sigma$ belongs to slightly different levels. One standard deviation beyond the interface the Gaussian signal is 0.15866, not 0.16. Replacing $2q$ by 2 changes the width by about 0.6 percent, which is small beside the effect of shape found next.

### (c) One-sided exponential response

This response trails: atoms are detected at or beyond their original depth, never before it. Define the moments

$$
M_n=\int_0^\infty x^n\,\frac{e^{-x/\lambda}}{\lambda}\,dx .
$$

Integration by parts, with $-e^{-x/\lambda}$ as the integral of $e^{-x/\lambda}/\lambda$, gives for $n\ge1$

$$
M_n=\left[-x^ne^{-x/\lambda}\right]_0^\infty+n\int_0^\infty x^{n-1}e^{-x/\lambda}dx=n\lambda M_{n-1}.
$$

The boundary term vanishes at both ends. Since $M_0=1$, we have $M_1=\lambda$ and $M_2=2\lambda^2$, so

$$
\mathrm{Var}=M_2-M_1^2=2\lambda^2-\lambda^2=\lambda^2 .
$$

The standard deviation equals the decay length, and equal standard deviations require $\lambda=\sigma=2.0$ nm.

For $z>0$ the signal is

$$
S(z)=\int_z^\infty\frac{e^{-x/\lambda}}{\lambda}\,dx=e^{-z/\lambda}.
$$

For $z<0$ it is 1. Taking logarithms at the two levels gives

$$
a=-\lambda\ln0.84=0.349\ \text{nm},\qquad
b=-\lambda\ln0.16=3.665\ \text{nm}.
$$

Therefore

$$
W_E=b-a=\lambda\ln\frac{0.84}{0.16}=\lambda\ln5.25=1.65823\,\lambda .
$$

The width is 3.316 nm, or 33.16 Å. At equal standard deviation the exponential interface is narrower by 0.661 nm, and the ratio of widths is

$$
\frac{W_E}{W_G}=\frac{\ln5.25}{2q}=0.834 .
$$

If the exponential profile were interpreted with $\sigma=W/2$, the inferred standard deviation would be 1.658 nm instead of 2.0 nm. The inferred variance would be 0.687 of the true one, an error of 31 percent relative to the true variance.

The apparent position also changes. The half-height point of the exponential profile lies at $\lambda\ln2=1.386$ nm, and the mean of the response lies at $\lambda=2.0$ nm. Both are zero for the Gaussian. Reversing the exponential, so that its tail precedes the interface, changes the signs of these shifts. It sends the crossings $(a,b)$ to $(-b,-a)$, because the levels 0.16 and 0.84 add to one. Their separation stays the same, so $W$ cannot tell a leading tail from a trailing one.

The order of the widths does depend on the levels. For levels $1-p$ and $p$, with $p<1/2$, the same steps give

$$
W_E(p)=\lambda\ln\frac{1-p}{p},\qquad W_G(p)=2\sigma u_p,\qquad 1-\Phi(u_p)=p .
$$

To bound $u_p$, write the Gaussian tail with $x=u+v$, where $u\ge0$ and $\varphi$ is the standard normal density:

$$
1-\Phi(u)=e^{-u^2/2}\int_0^\infty e^{-uv}\varphi(v)\,dv\le\tfrac12e^{-u^2/2}.
$$

The inequality holds because $e^{-uv}\le1$ and half the normal area lies at $v>0$. Setting the left side equal to $p$ gives $u_p\le\sqrt{2\ln(1/2p)}$. As $p\to0$, the Gaussian width grows no faster than the square root of a logarithm, while the exponential width grows as the logarithm itself. For sufficiently small $p$ the exponential is therefore the wider of the two. Solving $\ln[(1-p)/p]=2u_p$ numerically places the change of order at $p\approx0.008$. For levels such as 10–90, 5–95 and 1–99 percent the exponential is still the narrower, and only levels farther into the tail reverse the order.

### (d) Same width, different variances

Part (c) gives two responses with one variance and two widths. This proves that the variance does not determine the width. The claim to be proved is the converse, and it needs two responses with one width and two variances.

Keep the Gaussian at $\sigma=2.0$ nm and give the exponential a new decay length $\lambda'$ such that

$$
\lambda'\ln5.25=2q\sigma .
$$

Then

$$
\lambda'=\frac{2q\sigma}{\ln5.25}=\frac{3.9778\ \text{nm}}{1.65823}=2.399\ \text{nm}.
$$

Both interfaces now have $W=3.978$ nm. Their variances are $\sigma^2=4.00$ nm² and $\lambda'^2=5.75$ nm², with the ratio

$$
\frac{\lambda'^2}{\sigma^2}=\left(\frac{2q}{\ln5.25}\right)^2=1.439 .
$$

The same measured width is compatible with variances that differ by 44 percent relative to the Gaussian value. Hence $W$ alone does not determine the variance. If the shape is known independently, $W$ does determine it, through the constant that belongs to that shape.

### (e) What the width leaves free

For the Gaussian, use $u=x/\sigma$ and $\varphi'(u)=-u\varphi(u)$. The two outer regions contribute equally. Their share of the variance is

$$
2\int_q^\infty u^2\varphi\,du
=2\left(\left[-u\varphi\right]_q^\infty+\int_q^\infty\varphi\,du\right)
=2\left[q\varphi(q)+0.16\right]=0.804 .
$$

For the exponential, use $u=x/\lambda$. The mean is then at $u=1$, and the variance is 1 in these units. Direct differentiation confirms the required antiderivative:

$$
\frac{d}{du}\left[-(u^2+1)e^{-u}\right]=(u^2+1-2u)e^{-u}=(u-1)^2e^{-u}.
$$

The crossings are $u_a=-\ln0.84$ and $u_b=-\ln0.16$, so $e^{-u_a}=0.84$ and $e^{-u_b}=0.16$. The region before $a$ contributes

$$
1-0.84\,(1+\ln^20.84)=0.134,
$$

and the region beyond $b$ contributes

$$
0.16\,(1+\ln^20.16)=0.697 .
$$

The total is 0.832 before rounding of the parts. In both responses about four fifths of the variance comes from outside the interval between the crossings. The chosen levels fix the probability in each outer region at 0.16, but neither they nor the width fix how far from the mean that probability extends.

The width does set a lower bound on the variance. Suppose first that the mean $\mu$ lies between $a$ and $b$. The probability 0.16 below $a$ is at least $\mu-a$ away from the mean, and the probability 0.16 above $b$ is at least $b-\mu$ away. Omitting the non-negative contribution from the middle gives

$$
\mathrm{Var}\ge0.16\left[(\mu-a)^2+(b-\mu)^2\right]\ge0.08\,W^2 .
$$

The last step holds because two non-negative lengths with fixed sum $W$ have the smallest sum of squares when each is $W/2$. If $\mu$ lies outside the interval, the outer region on the far side is at least $W$ away, and the variance is at least $0.16W^2$. The bound $0.08W^2$ therefore holds in every case. For $W=3.316$ nm it is 0.88 nm², well below the 4.00 nm² of the exponential response.

### (f) A weak, slow tail

Let the new signal be

$$
S(z)=\begin{cases}
e^{-z/\lambda},&0<z<t\\
\varepsilon e^{-(z-t)/L},&z>t,
\end{cases}
\qquad t=\lambda\ln(1/\varepsilon),
$$

with $S=1$ for $z<0$, $\varepsilon=0.01$ and $L>\lambda$. The choice of $t$ makes $S$ continuous. For $\lambda=2.0$ nm, the slow decay starts at $t=9.21$ nm. The response $g=-dS/dz$ drops there from $\varepsilon/\lambda$ to $\varepsilon/L$, which is an idealisation of a gradual change of slope. Both crossings that define $W$ occur before $t$, because $\varepsilon<0.16$. The width is unchanged.

For a response confined to $x>0$, integration by parts with $g=-dS/dx$ expresses the moments through the signal:

$$
\mu=\int_0^\infty S(z)\,dz,\qquad
\int_0^\infty x^2g(x)\,dx=2\int_0^\infty zS(z)\,dz .
$$

The boundary terms vanish because $S$ decays exponentially. Only the part beyond $t$ has changed. With $y=z-t$, the mean increases by

$$
\Delta\mu=\varepsilon\int_0^\infty\left(e^{-y/L}-e^{-y/\lambda}\right)dy=\varepsilon(L-\lambda).
$$

The second moment increases by

$$
\begin{aligned}
\Delta M_2&=2\varepsilon\int_0^\infty(t+y)\left(e^{-y/L}-e^{-y/\lambda}\right)dy\\
&=2\varepsilon\left[t(L-\lambda)+L^2-\lambda^2\right]\\
&=2\varepsilon(L-\lambda)(t+L+\lambda).
\end{aligned}
$$

The variance is the new second moment minus the square of the new mean:

$$
\begin{aligned}
\mathrm{Var}&=2\lambda^2+\Delta M_2-(\lambda+\Delta\mu)^2\\
&=\lambda^2+2\varepsilon(L-\lambda)(t+L+\lambda)-2\varepsilon\lambda(L-\lambda)-\varepsilon^2(L-\lambda)^2\\
&=\lambda^2+2\varepsilon(L-\lambda)(t+L)-\varepsilon^2(L-\lambda)^2 .
\end{aligned}
$$

Setting $L=\lambda$ recovers $\lambda^2$, as it must. For $L=10$ nm,

$$
\mathrm{Var}=4+2(0.01)(8)(19.21)-(0.01)^2(8)^2=7.07\ \text{nm}^2 .
$$

The standard deviation rises from 2.0 to 2.66 nm, while $W$ remains 3.316 nm. With $L=20$ nm the variance is 14.48 nm², again at the same width. For large $L$ the leading term is $(2\varepsilon-\varepsilon^2)L^2$, whose coefficient is positive. The variance can be made as large as desired, so $W$ sets no upper bound on it.

The large effect of a one-percent tail follows from the square of the distance in the variance. There is a practical consequence: the original and modified profiles coincide until the signal has fallen to 0.01. A measurement that ends at that level cannot distinguish their variances, however precisely it gives $W$.

### (g) The model beside a real profile

The response scale of 2 nm is an assumed value, chosen for illustration. In a real profile the scale depends on ion energy and angle of incidence, and it must be determined for the conditions used. A real response can combine a rounded front with a decaying tail. A simple model of this is an exponential convolved with a Gaussian; the abrupt exponential and the pure Gaussian are its two limits, reached when the blur or the decay length goes to zero. The slow tail in (f), with $L=10$ nm, was chosen to expose the weakness of $W$ and is not offered as a typical value. Such a tail raises the variance of the exponential response by 77 percent, although it leaves $W$ alone.

**Rounding.** Suppose roughness or a graded interface adds an independent Gaussian blur of 0.6 nm. Variances of independent displacements add, so both standard deviations become $\sqrt{2.0^2+0.6^2}=2.088$ nm. The widths become 4.153 nm for the Gaussian and 3.494 nm for the exponential. These are increases of 4.4 and 5.3 percent, and for this blur the difference between the widths remains 0.66 nm. A larger blur makes both responses more nearly Gaussian: the difference falls to 0.36 nm for a blur of 2 nm and to 0.12 nm for 4 nm.

**Background.** Let an unsubtracted constant background be a fraction $\beta=0.01$ of the measured plateau. The observed signal is $\beta+(1-\beta)S$, so an observed level $p$ corresponds to $S=(p-\beta)/(1-\beta)$. For the exponential, the factor $1-\beta$ cancels from the ratio of levels:

$$
W_E=\lambda\ln\frac{0.84-\beta}{0.16-\beta}=3.422\ \text{nm}.
$$

This is 3.2 percent above the value without background. The Gaussian width becomes 4.036 nm, an increase of 1.5 percent.

**Depth calibration.** A depth-scale error of 3 percent changes the Gaussian width by 0.12 nm and the exponential width by 0.10 nm. It multiplies $W$ and the standard deviation by the same factor, so their ratio is unaffected.

**Layer thickness.** For a layer 50 nm thick, the signal missing at the interface is the part of the response beyond 50 nm. This is $1.4\times10^{-11}$ of the plateau for the exponential and $1.7\times10^{-4}$ for the slow tail with $L=10$ nm. The equality of widths in (f) holds for the infinitely thick layer; at 50 nm the slow tail lowers $W$ by 0.001 nm for $L=10$ nm and by 0.01 nm for $L=20$ nm, small beside the other effects. For tails much longer than the layer the change approaches 0.1 nm.

**Counting noise.** Profiles were simulated with Poisson noise, 10000 counts per point on the plateau and a spacing of 0.25 nm. The plateau was taken as known, and the crossings were found by linear interpolation. The widths scatter with standard deviations of 0.063 nm for the Gaussian and 0.044 nm for the exponential. Combined in quadrature these give 0.077 nm. The figures depend on where the points fall relative to the crossings: shifting the grid raises the Gaussian scatter to as much as 0.069 nm and the combined value to 0.084 nm. In either case the difference of 0.66 nm stands well clear of the noise under these conditions.

At the sizes assumed here, these effects leave the exponential interface narrower at equal standard deviation; rounding and background together reduce the difference to 0.62 nm. This is not guaranteed for larger errors: an unsubtracted background of 10 percent of the plateau reverses the order. To turn a measured width into a variance, one also needs the shape of the response, including its tail. The numerical output lists the widths and variances obtained by direct integration of the responses.

## Table of computed values

```
standard deviation of both responses: 2.0 nm
variance by quadrature, Gaussian: 4.0000 nm^2
variance by quadrature, exponential: 4.0000 nm^2
Gaussian quantile q at 84 percent: 0.99446
Gaussian width / sigma: 1.98892
ln(0.84/0.16) = exponential width / sigma: 1.65823
Gaussian width: 3.9778 nm = 39.778 angstrom
exponential width: 3.3165 nm = 33.165 angstrom
width difference: 0.6614 nm
exponential / Gaussian width: 0.8337
exponential, depth at signal 0.84: 0.3487 nm
exponential, depth at signal 0.16: 3.6652 nm
exponential, depth at signal 0.50: 1.3863 nm
exponential, mean shift: 2.0000 nm
Gaussian signal one sigma past interface: 0.15866
exponential, sigma misread as width/2: 1.6582 nm
variance so misread / true: 0.6874
equal-width exponential, decay length: 2.3988 nm
equal-width exponential, width: 3.9778 nm
equal-width exponential, variance: 5.7545 nm^2
equal-width variance ratio: 1.4386
variance share outside window, Gaussian: 0.8039
variance share outside window, exponential: 0.8318
slow tail, starting signal level: 0.01
slow tail, starting depth: 9.2103 nm
slow tail, decay length: 10.0 nm
slow tail, width: 3.3165 nm
slow tail, variance: 7.0673 nm^2
slow tail, standard deviation: 2.6584 nm
slow tail of 20 nm, variance: 14.4833 nm^2
neglected rounding, standard deviation: 0.6 nm
rounded responses, standard deviation: 2.0881 nm
rounded Gaussian width: 4.1530 nm
rounded exponential width: 3.4938 nm
neglected background / plateau: 0.01
Gaussian width with background: 4.0356 nm
exponential width with background: 3.4216 nm
neglected depth-scale error: 3 percent
its effect on Gaussian width: 0.119 nm
its effect on exponential width: 0.099 nm
layer thickness: 50 nm
plateau loss at interface, exponential: 1.4e-11
plateau loss at interface, slow tail: 1.7e-04
plateau counts per point: 10000
point spacing: 0.25 nm
noisy Gaussian width, mean: 3.984 nm
noisy Gaussian width, scatter: 0.063 nm
noisy exponential width, mean: 3.320 nm
noisy exponential width, scatter: 0.044 nm
```
